# Stevens operator equivalents and the Stevens factors of Ce³⁺

## First half: from angular functions to polynomials in J

**Q.** The crystal field acts on the 4f electron of Ce³⁺ through its position. Stevens' method replaces that potential by a polynomial in the angular momentum $\mathbf J$. Position and angular momentum are different observables, so how can one stand for the other?

**A.** As operators on the whole state space they can't. The claim concerns only the matrix elements among the $2J+1$ states $|JM\rangle$ of one multiplet. Those states matter when the crystal field is weak compared with the spin-orbit coupling, because at first order the field then acts within a single multiplet.

Let the field come from charges outside the region where the electron moves. The potential energy obeys Laplace's equation there, so it is a sum of solid harmonics,

$$V(\mathbf r)=\sum_{k,q}a_{kq}\,r^k C^k_q(\theta,\varphi),\qquad C^k_q=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq}.$$

I use Condon-Shortley phases and $\hbar=1$. All f orbitals share one radial function in this model, so $r^k$ contributes the number $\langle r^k\rangle$ and the angular functions $C^k_q$ remain. If the outside charge overlapped the ion, the radial factor would no longer be $r^k$, but the angular problem would be the same.

**Q.** Which $k$ matter?

**A.** A matrix element contains the product of two $l=3$ harmonics. That product is even under inversion and holds harmonics of rank 6 at most. So $k=2,4,6$ remain, besides $k=0$, which shifts all levels equally.

**Q.** $C^k_q$ doesn't contain the spin, while $\mathbf J=\mathbf L+\mathbf S$ does. Why should $\mathbf J$ know anything about $C^k_q$?

**A.** Through commutators. The components of $\mathbf L$ are first-order differential operators. By the product rule, $[L_a,C^k_q]$ is multiplication by the function $L_aC^k_q$, and the action of $\mathbf L$ on a spherical harmonic is known. The spin commutes with any function of position, so $\mathbf L$ may be replaced by $\mathbf J$:

$$[J_z,C^k_q]=q\,C^k_q,\qquad [J_\pm,C^k_q]=\sqrt{(k\mp q)(k\pm q+1)}\;C^k_{q\pm1}.$$

Let $P$ project onto the multiplet. $\mathbf J$ never leads out of a multiplet, so it commutes with $P$, and $P[J_a,C^k_q]P=[J_a,PC^k_qP]$. The projected operators therefore obey the same commutators. A set of $2k+1$ operators that does so is called a tensor of rank $k$.

**Q.** Many operators might obey those relations. You need them to fix the matrices.

**A.** They do, up to one number. Take the highest component, $X=PC^k_kP$. The relation $[J_z,X]=kX$, taken between $\langle M'|$ and $|M\rangle$, reads $(M'-M-k)\langle M'|X|M\rangle=0$. Only the elements $c_M=\langle M+k|X|M\rangle$ can differ from zero.

Next, $[J_+,X]=0$, because the square root vanishes at $q=k$. With

$$J_+|M\rangle=u_M|M+1\rangle,\qquad u_M=\sqrt{(J-M)(J+M+1)},$$

the element of $J_+X=XJ_+$ between $\langle M+k+1|$ and $|M\rangle$ is

$$u_{M+k}\,c_M=c_{M+1}\,u_M .$$

For $-J\le M\le J-k-1$ both $u$'s are nonzero, so $c_{-J}$ determines all the others. The operator $J_+^k$ also raises $M$ by $k$ and commutes with $J_+$, so its elements obey the same recursion. For $k\le2J$ they are nonzero. Hence $PC^k_kP$ is a number times $J_+^k$.

**Q.** That is the highest component. What of the others?

**A.** They follow by commutation with $J_-$. Define operators built from $\mathbf J$ alone by

$$T^k_k=\frac{(-1)^k\sqrt{(2k)!}}{2^k\,k!}\,J_+^k,\qquad T^k_{q-1}=\frac{[J_-,T^k_q]}{\sqrt{(k+q)(k-q+1)}} .$$

The second relation is also the one that leads from $PC^k_qP$ to $PC^k_{q-1}P$. If $PC^k_kP=\theta_kT^k_k$, the same $\theta_k$ passes down the chain:

$$PC^k_qP=\theta_k\,T^k_q\qquad\text{for every }q .$$

**Q.** I know the Wigner-Eckart theorem as a statement about 3j symbols and reduced matrix elements. Where are they?

**A.** The usual form is

$$\langle JM'|X^k_q|JM\rangle=(-1)^{J-M'}\begin{pmatrix}J&k&J\\-M'&q&M\end{pmatrix}\langle J\|X^k\|J\rangle .$$

It says that all tensors of rank $k$ share one pattern of matrix elements within the multiplet and differ by a factor. We have just derived that. The 3j symbol is the common pattern in a particular normalization, and it cancels when two tensors are compared:

$$\theta_k=\frac{\langle J\|C^k\|J\rangle}{\langle J\|T^k\|J\rangle}.$$

The argument needs no more than the commutators. For several electrons, $\sum_iC^k_q(i)$ obeys them too, so the operators $T^k_q$ stay and only $\theta_k$ changes.

**Q.** Why that odd prefactor in $T^k_k$?

**A.** It is the prefactor of the highest solid harmonic,

$$r^kC^k_k=\frac{(-1)^k\sqrt{(2k)!}}{2^k\,k!}\,(x+iy)^k .$$

With this choice $T^k_q$ is what one gets from $r^kC^k_q$ by putting $J_x,J_y,J_z$ for $x,y,z$ and averaging each product over all orders of its factors. For example, $xy$ becomes $\tfrac12(J_xJ_y+J_yJ_x)$.

To see this, compare $[L_a,x_b]=i\epsilon_{abc}x_c$ with $[J_a,J_b]=i\epsilon_{abc}J_c$. A commutator acts on a product factor by factor, so $J_-$ changes an order-averaged product just as $L_-$ changes the corresponding product of coordinates. The highest components correspond, since all factors in $J_+^k$ are equal and their order is immaterial. The lower ones then correspond as well.

**Q.** Averaging over orders is tedious at fourth degree. Is there a better way to the Stevens polynomials?

**A.** Use the commutators. Going from $q=k$ to $q=0$ takes $k$ steps, whose square roots multiply to

$$\prod_{q=1}^{k}\sqrt{(k+q)(k-q+1)}=\sqrt{\frac{(2k)!}{k!}\,k!}=\sqrt{(2k)!}\,.$$

This cancels the root in $T^k_k$. The $k$-fold commutator is a binomial sum, because multiplying by $J_-$ from the left and from the right are commuting operations:

$$T^k_0=\frac{(-1)^k}{2^kk!}\sum_{p=0}^k(-1)^p\binom kp\,J_-^{\,k-p}\,J_+^{\,k}\,J_-^{\,p}.$$

Let this act on $|M\rangle$. The state goes down $p$ steps, up $k$ steps, and down the remaining $k-p$ steps to $M$. Every rung of the ladder is crossed twice, once each way, so the square roots pair up into whole factors:

$$\langle M|T^k_0|M\rangle=\frac1{2^kk!}\sum_{p=0}^k(-1)^{k+p}\binom kp D_p\,U_{k-p},$$

$$D_p=\prod_{i=0}^{p-1}(J+M-i)(J-M+i+1),\qquad U_n=\prod_{i=0}^{n-1}(J-M-i)(J+M+i+1).$$

An empty product is 1.

**Q.** Show me that it gives something familiar for $k=2$.

**A.** Write $X=J(J+1)$ and $a=X-M^2$. The rungs above $M$ give the factors $u_i=X-(M+i)(M+i+1)$, that is

$$u_0=a-M,\quad u_1=a-2-3M,\quad u_2=a-6-5M,\quad u_3=a-12-7M .$$

The rungs below give $d_i$, the same expressions with $M\to-M$. For $k=2$ the sum is $U_2-2D_1U_1+D_2$, where

$$U_2+D_2=(a-M)(a-2-3M)+(a+M)(a-2+3M)=2a(a-2)+6M^2,$$

$$-2D_1U_1=-2(a^2-M^2).$$

The total is $-4a+8M^2=12M^2-4X$. Division by $2^2\,2!=8$ gives

$$T^2_0=\tfrac12\left[3J_z^2-J(J+1)\right]=\tfrac12O_2^0 .$$

**Q.** And $k=4$, where the Stevens operator has terms with no counterpart in the potential?

**A.** The sum is $U_4-4D_1U_3+6D_2U_2-4D_3U_1+D_4$. Terms that mirror each other under $M\to-M$ add up to twice their even part, so it equals $2E_1-8E_2+6E_3$. Here $E_1$ and $E_2$ are the even parts of $U_4$ and $D_1U_3$, and $E_3=D_2U_2$.

For $E_1$ multiply in pairs:

$$u_0u_1=a(a-2)+3M^2-(4a-2)M,$$
$$u_2u_3=(a-6)(a-12)+35M^2-(12a-102)M .$$

The even part of the product comes from even times even and odd times odd:

$$E_1=a^4-20a^3+108a^2-144a+(86a^2-556a+420)M^2+105M^4 .$$

For the other two, $d_0u_0=a^2-M^2$. The even part of $u_1u_2$ is $(a-2)(a-6)+15M^2$, and $d_1u_1=(a-2)^2-9M^2$. Therefore

$$E_2=a^4-8a^3+12a^2+(14a^2+8a-12)M^2-15M^4,$$
$$E_3=a^4-4a^3+4a^2+(-10a^2+4a-4)M^2+9M^4 .$$

In $2E_1-8E_2+6E_3$ the terms in $a^4$, $a^3$ and $a^2M^2$ cancel, which leaves

$$144a^2-288a-1152\,aM^2+912M^2+384M^4 .$$

Inserting $a=X-M^2$ gives

$$1680M^4-1440XM^2+1200M^2+144X^2-288X .$$

Division by $2^4\,4!=384$ yields $T^4_0$. Multiplying that by 8 gives

$$O_4^0=8T^4_0=35J_z^4-\left[30J(J+1)-25\right]J_z^2+3J^2(J+1)^2-6J(J+1).$$

The terms $25J_z^2$ and $-6J(J+1)$ are the ones you mean. They come from the order of factors that don't commute. They have lower degree in $J$ and $M$ than the rest, so for large $J$ at fixed $M/J$ they drop out, and $O_4^0\to8J^4P_4(M/J)$ with the Legendre polynomial $P_4$. For $J=5/2$ they can't be neglected.

**Q.** Sixth degree?

**A.** The same sum with $k=6$ gives $O_6^0=16T^6_0$, with

$$\begin{aligned}O_6^0={}&231J_z^6-(315X-735)J_z^4+(105X^2-525X+294)J_z^2\\&-5X^3+40X^2-60X .\end{aligned}$$

I leave this expansion to the program, which carries it out symbolically for general $J$. The values of $\alpha$, $\beta$ and $\gamma$ for Ce³⁺ don't depend on it.

**Q.** You now have factors 2, 8 and 16. Do they enter the Stevens factors?

**A.** They cancel. The polynomials in the potential carry them too, since $C^k_0=P_k(\cos\theta)$:

$$3z^2-r^2=2r^2C^2_0,\qquad 35z^4-30r^2z^2+3r^4=8r^4C^4_0,$$
$$231z^6-315r^2z^4+105r^4z^2-5r^6=16r^6C^6_0 .$$

So with $\alpha=\theta_2$, $\beta=\theta_4$, $\gamma=\theta_6$,

$$P(3z^2-r^2)P=\alpha\langle r^2\rangle O_2^0,$$
$$P(35z^4-30r^2z^2+3r^4)P=\beta\langle r^4\rangle O_4^0,$$

and likewise for rank six with $\gamma\langle r^6\rangle O_6^0$.

**Q.** One number per rank is left. What is the cheapest way to get it?

**A.** Compare one nonzero matrix element. The state $M=J$ is convenient because there is no rung above it: $U_n$ contains the factor $J-M=0$ for every $n\ge1$. The term $p=k$ alone survives, with

$$D_k=\prod_{i=0}^{k-1}(2J-i)(i+1)=k!\;2J(2J-1)\cdots(2J-k+1).$$

Hence

$$\langle JJ|T^k_0|JJ\rangle=\frac{2J(2J-1)\cdots(2J-k+1)}{2^k},$$

$$\theta_k=\frac{\langle JJ|P_k(\cos\theta)|JJ\rangle}{\langle JJ|T^k_0|JJ\rangle}\qquad(k\le2J).$$

**Q.** Why the restriction $k\le2J$?

**A.** For $k>2J$ the product contains a zero. The multiplet has $2J+1$ states, so $M$ can rise by $2J$ at most, and $J_+^k=0$. Every $T^k_q$ vanishes with it. The ratio has no meaning there, and that case needs separate care.

## Second half: the J = 5/2 multiplet of Ce³⁺

**Q.** Before we put in numbers, what do we carry over?

**A.** $P$ projects onto a multiplet of fixed $J$, and $C^k_q$ are the normalized angular functions of the potential, with $C^k_0=P_k(\cos\theta)$. Within the multiplet $PC^k_qP=\theta_kT^k_q$, where $T^k_q$ is the same solid harmonic built from $\mathbf J$, and $T^k_k$ is proportional to $J_+^k$. The Stevens operators are $O_2^0=2T^2_0$, $O_4^0=8T^4_0$, $O_6^0=16T^6_0$, and $\alpha,\beta,\gamma$ are $\theta_2,\theta_4,\theta_6$. For $k\le2J$,

$$\theta_k=\frac{\langle JJ|P_k(\cos\theta)|JJ\rangle}{t_k},\qquad t_k=\frac{2J(2J-1)\cdots(2J-k+1)}{2^k}.$$

**Q.** Why is $J=5/2$ the ground multiplet, and what is its top state?

**A.** Ce³⁺ has one 4f electron, so $L=3$ and $S=1/2$. The spin-orbit energy is $\zeta\,\mathbf L\cdot\mathbf S$ with $\zeta>0$, and $\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-12-\tfrac34]$. This is $-2$ for $J=5/2$ and $+3/2$ for $J=7/2$. The first lies lower, by $\Delta=7\zeta/2$.

Two product states have $M=5/2$, namely $|3{\downarrow}\rangle$ and $|2{\uparrow}\rangle$, where the number is $m_l$. The top state of $J=5/2$ is the combination that $J_+$ annihilates. Since $J_+|3{\downarrow}\rangle=|3{\uparrow}\rangle$ and $J_+|2{\uparrow}\rangle=\sqrt6\,|3{\uparrow}\rangle$, it is

$$|\tfrac52\tfrac52\rangle=\sqrt{\tfrac67}\,|3{\downarrow}\rangle-\sqrt{\tfrac17}\,|2{\uparrow}\rangle .$$

**Q.** And its angular density?

**A.** The two parts have opposite spin, so no cross term arises. With $|Y_{33}|^2=\frac{35}{64\pi}\sin^6\theta$ and $|Y_{32}|^2=\frac{105}{32\pi}\sin^4\theta\cos^2\theta$,

$$\rho=\frac67|Y_{33}|^2+\frac17|Y_{32}|^2=\frac{15}{32\pi}\sin^4\theta\,(\sin^2\theta+\cos^2\theta)=\frac{15}{32\pi}\sin^4\theta .$$

In $x=\cos\theta$, after integration over $\varphi$, the weight is $\frac{15}{16}(1-x^2)^2$. Its moments are

$$\langle x^2\rangle=\frac{15}{16}\cdot2\left(\frac13-\frac25+\frac17\right)=\frac17,\qquad
\langle x^4\rangle=\frac{15}{16}\cdot2\left(\frac15-\frac27+\frac19\right)=\frac1{21}.$$

**Q.** Then what are $\alpha$ and $\beta$?

**A.** The Legendre averages are

$$\langle P_2\rangle=\frac12\left(\frac37-1\right)=-\frac27,\qquad
\langle P_4\rangle=\frac18\left(\frac{35}{21}-\frac{30}7+3\right)=\frac1{21}.$$

The denominators are $t_2=5\cdot4/4=5$ and $t_4=5\cdot4\cdot3\cdot2/16=15/2$. Therefore

$$\alpha=-\frac{2}{35}\approx-0.0571,\qquad \beta=\frac1{21}\cdot\frac2{15}=\frac{2}{315}\approx0.00635 .$$

The sign of $\alpha$ has a plain meaning. In the state $M=5/2$ the charge gathers near the equator, so $3z^2-r^2$ is negative on average, while $O_2^0=10$ is positive.

**Q.** You looked at one state. I'd like to see the proportionality hold at another.

**A.** Take $M=3/2$. Lowering the top state and dividing by $\sqrt5$ gives

$$|\tfrac52\tfrac32\rangle=\frac1{\sqrt5}\left[\frac{6-1}{\sqrt7}|2{\downarrow}\rangle-\sqrt{\frac{10}7}\,|1{\uparrow}\rangle\right]=\sqrt{\tfrac57}\,|2{\downarrow}\rangle-\sqrt{\tfrac27}\,|1{\uparrow}\rangle .$$

For the orbital averages use the same theorem with $\mathbf L$ in place of $\mathbf J$: $\langle P_2\rangle_m$ is proportional to $3m^2-12$. At $m=3$ the density goes as $\sin^6\theta$, for which $\langle x^2\rangle=1/9$, as derived below. So $\langle P_2\rangle_3=-1/3$, and the factor is $-1/45$. This gives $\langle P_2\rangle_2=0$ and $\langle P_2\rangle_1=1/5$. The direct average is then $\frac27\cdot\frac15=\frac2{35}$.

The operator equivalent gives $\alpha\cdot\frac12(3\cdot\frac94-\frac{35}4)=\alpha\cdot(-1)=\frac2{35}$. They agree. The program compares all matrix elements for every $q$ with angular integrals of the functions themselves.

**Q.** Now $\gamma$. I have seen it listed as zero. Is that a result?

**A.** Part of it is. The weight $(1-x^2)^2$ is a polynomial of degree four, and $P_6$ is orthogonal to every polynomial of lower degree, so $\langle P_6\rangle=0$. More generally, $PC^6_6P$ would have to raise $M$ by 6, while the largest rise within $J=5/2$ is 5. It vanishes, and commutation with $J_-$ makes all the other components vanish. The sixth-rank field has no matrix elements inside the multiplet.

The operator on the other side vanishes for the same reason: $J_+^6=0$, hence $O_6^0=0$ on $J=5/2$. The defining relation reads

$$0=\gamma\cdot0 .$$

Any number satisfies it. Setting $\gamma=0$ is a convention, and a harmless one. The physical statement is that the sixth-rank field doesn't split $J=5/2$ at first order.

**Q.** Perhaps rank six simply does nothing to an f electron.

**A.** The excited multiplet $J=7/2$ shows otherwise. Its top state is $|3{\uparrow}\rangle$, with weight proportional to $(1-x^2)^3$. The integral of the derivative of $x^{2s-1}(1-x^2)^4$ from $-1$ to $1$ is zero, which gives

$$(2s-1)\langle x^{2s-2}-x^{2s}\rangle=8\langle x^{2s}\rangle\quad\Rightarrow\quad\langle x^{2s}\rangle=\frac{2s-1}{2s+7}\langle x^{2s-2}\rangle .$$

So $\langle x^2\rangle=\frac19$, $\langle x^4\rangle=\frac1{33}$, $\langle x^6\rangle=\frac5{429}$, and

$$\langle P_6\rangle=\frac1{16}\left(\frac{35}{13}-\frac{105}{11}+\frac{35}3-5\right)=-\frac5{429}.$$

Here $t_6=7!/64=315/4$ is nonzero, and $\gamma(7/2)=-\frac5{429}\cdot\frac4{315}=-\frac4{27027}$ is a well-defined number.

Rank six also connects the two multiplets: the largest element of $C^6_q$ between $J=5/2$ and $J=7/2$ is 0.328. Operators built from $\mathbf J$ can't represent such elements, because $\mathbf J$ never changes $J$.

**Q.** Let me see the method at work on a definite field.

**A.** Take a cubic field with the fourfold axes along $x,y,z$:

$$\begin{aligned}V={}&A_4\left[35z^4-30r^2z^2+3r^4+5(x^4-6x^2y^2+y^4)\right]\\
&+A_6\left[16r^6C^6_0-21(11z^2-r^2)(x^4-6x^2y^2+y^4)\right].\end{aligned}$$

**Q.** The first bracket singles out $z$. In what sense is it cubic?

**A.** Set $r=1$. From $2x^2y^2=(1-z^2)^2-x^4-y^4$ one finds

$$x^4-6x^2y^2+y^4=4(x^4+y^4)-3(1-z^2)^2 .$$

Five times this, added to $35z^4-30z^2+3$, gives $20(x^4+y^4+z^4)-12$, which treats the axes alike. It equals 8 on the axes and $-16/3$ along the body diagonals, so $A_4>0$ means that the electron is repelled from the axes. For the second bracket the program tests the invariance under exchange of the axes in cyclic order.

**Q.** What is the operator equivalent of $x^4-6x^2y^2+y^4$?

**A.** It is the real part of $(x+iy)^4$. The highest components of the two tensors have the same prefactor, so $P(x+iy)^4P=\beta\langle r^4\rangle J_+^4$. Adding the adjoint and halving gives $\beta\langle r^4\rangle O_4^4$ with $O_4^4=\frac12(J_+^4+J_-^4)$. At first order the Hamiltonian in $J=5/2$ is

$$H=B_4\,(O_4^0+5O_4^4),\qquad B_4=\beta A_4\langle r^4\rangle ,$$

and $A_6$ is absent.

**Q.** How does it split the six states?

**A.** With $J(J+1)=35/4$, $O_4^0=35M^4-237.5M^2+177.1875$. This is 60, $-180$ and 120 for $|M|=5/2$, $3/2$ and $1/2$.

$O_4^4$ changes $M$ by 4, so it joins $5/2$ to $-3/2$ and $3/2$ to $-5/2$. The four rungs from $-3/2$ to $5/2$ have squared amplitudes 8, 9, 8 and 5, so its element is $\frac12\sqrt{2880}=12\sqrt5\approx26.83$. In units of $B_4$ each pair has the matrix

$$\begin{pmatrix}60&60\sqrt5\\60\sqrt5&-180\end{pmatrix},\qquad \lambda^2+120\lambda-28800=0,\qquad \lambda=120,\,-240 .$$

The states $M=\pm1/2$ stay alone at 120. The result is a doublet, named $\Gamma_7$, at $-240B_4$ and a quartet, $\Gamma_8$, at $+120B_4$. The mean energy is zero, as it must be for a tensor of nonzero rank.

**Q.** In numbers?

**A.** I choose round model parameters for a 4f¹ ion: $A_4\langle r^4\rangle=10$ meV, $A_6\langle r^6\rangle=1$ meV and $\zeta=80$ meV. Then $B_4=\frac2{315}\cdot10=0.0635$ meV. The doublet lies at $-15.24$ meV and the quartet at $7.62$ meV. The gap is

$$360B_4=22.86\ \text{meV}\quad(184\ \text{cm}^{-1}).$$

**Q.** That rests on keeping $J=7/2$ out. It is only $7\zeta/2=280$ meV away.

**A.** Let $Q$ project onto $J=7/2$, and measure energies from the unperturbed $J=5/2$ level. The $Q$ part of the Schrödinger equation is

$$(E-\Delta-QVQ)\,Q\psi=QVP\,\psi .$$

To leading order $E$ and $QVQ$ are negligible beside $\Delta$, so $Q\psi\approx-QVP\psi/\Delta$. Inserted into the $P$ part, this gives

$$H_{\rm eff}=PVP-\frac{PVQVP}{\Delta}.$$

The second term changes the gap by $-0.67$ meV, to 22.19 meV. Diagonalizing spin-orbit coupling and crystal field in all 14 f spin-orbitals gives 22.17 meV (178.8 cm⁻¹). The first-order gap is 3% too large relative to this reference, which itself leaves out other configurations and covalency.

**Q.** How do I know that the remaining 0.02 meV is just the next order?

**A.** The third-order term has three factors of $V$ and two of $1/\Delta$, so it should fall a hundredfold when $\zeta$ grows tenfold. Between $\zeta=800$ and 8000 meV the remainder falls from $2.18\times10^{-4}$ to $2.19\times10^{-6}$ meV, as expected.

**Q.** So does the sixth-rank field matter in the end?

**A.** It does, through the mixing. With all 14 spin-orbitals the gap is 23.06 meV for $A_6=0$ and 22.17 meV with $A_6$ included. Yet $A_6$ alone, with $A_4=0$, opens a gap of just 0.12 meV.

**Q.** Alone it opens a gap, and together with $A_4$ it reduces one. Isn't that a contradiction?

**A.** No. The second-order term is quadratic in $V$. With $V=V_4+V_6$ it contains the square of each part and a product of the two. Measured from the first-order gap, the changes are $+0.21$ meV for $A_4$ alone, $+0.12$ meV for $A_6$ alone and $-0.69$ meV for both. The joint contribution is therefore $-0.69-0.21-0.12\approx-1.0$ meV, and it outweighs the squares. At second order it is linear in $A_6$, so it would change sign with $A_6$.

**Q.** When, then, may I use $\alpha$, $\beta$ and $\gamma=0$ for Ce³⁺ without further thought?

**A.** For the energy levels of a localized 4f¹ ion: when the crystal-field elements that link $J=5/2$ to $J=7/2$ are small beside $7\zeta/2$, and an error of the size of their square divided by $7\zeta/2$ is acceptable. The states are more sensitive, because $Q\psi\approx-QVP\psi/\Delta$ is of first order in $V/\Delta$. An operator that links the two multiplets, such as the magnetic moment $\mathbf L+2\mathbf S$, is then in error at first order, and rank six contributes at that order. With the parameters above the $g$-factor of $\Gamma_7$, which is $10/7\approx1.43$ within $J=5/2$, becomes 1.41, 1.36 and 1.31 for $A_6\langle r^6\rangle=+1$, 0 and $-1$ meV. Where the 4f electron hybridizes strongly with ligand or conduction states, the model itself needs extending. If that fails, the remedy within this model is to diagonalize $V$ and $\zeta\,\mathbf L\cdot\mathbf S$ together in the 14 f spin-orbitals, where the sixth-rank field enters with its full strength.

## Table of computed values

```
Top state J=5/2, M=5/2 (dimensionless):
  k=2: <P_k> = -2/7, <T^k_0> = 5
  k=4: <P_k> = 1/21, <T^k_0> = 15/2
  k=6: <P_k> = 0, <T^k_0> = 0
alpha(5/2) = -2/35 = -0.057143
beta(5/2)  = 2/315 = 0.0063492
gamma(5/2): 0 = gamma*0, set to 0 by convention
Control J=7/2 of f1 (dimensionless):
  alpha(7/2) = -2/63 = -3.1746e-02
  beta(7/2) = 2/1155 = 1.7316e-03
  gamma(7/2) = -4/27027 = -1.4800e-04
Orbital <3 0|C^6_0|3 0> = 0.23310
Largest |C^6_q| inside J=5/2 = 4.4e-16
Largest |C^6_q| between 5/2 and 7/2 = 0.32800
O_4^0 diagonal, M=5/2..-5/2: [  60. -180.  120.  120. -180.   60.]
<5/2|O_4^4|-3/2> = 26.83282
Levels of O_4^0+5 O_4^4: [-240. -240.  120.  120.  120.  120.]
Input A4<r^4> = 10.0 meV
Input A6<r^6> = 1.0 meV
Input zeta = 80.0 meV
Spin-orbit spacing 7 zeta/2 = 280.0 meV
B4 = beta A4<r^4> = 0.063492 meV
Gamma7 energy, first order = -15.2381 meV
Gamma8 energy, first order = 7.6190 meV
Gap, first order = 22.8571 meV
Gap, first order = 184.36 cm^-1
Second-order change of gap = -0.6656 meV
Gap, first plus second order = 22.1915 meV
Gap, all 14 spin-orbitals = 22.1710 meV
Gap, all 14 spin-orbitals = 178.82 cm^-1
Gap, all 14, with A6 = 0 = 23.0623 meV
Gap, all 14, with A4 = 0 = 0.1224 meV
Remainder after 2nd order, zeta=800 meV: 2.182e-04 meV
Remainder after 2nd order, zeta=8000 meV: 2.193e-06 meV
```
